# Hydrogen 2s Density at the Nucleus from One and Two Partial Waves

## Problem

An electron moves in the potential $V(r)=-1/r$ of a fixed proton. Use Hartree atomic units and consider s states only. All functions are real, with $\psi=R(r)/\sqrt{4\pi}$ and $u(r)=rR(r)$. The two lowest states have $\varepsilon_1=-1/2$, $\varepsilon_2=-1/8$ and

$$R_1=2e^{-r},\qquad R_2=\frac{1}{\sqrt2}\left(1-\frac r2\right)e^{-r/2}.$$

Inside a sphere of radius $r_c=1.5$ bohr, replace $R_i$ by a pseudo partial wave $\tilde R_i$, its third-order Taylor polynomial in the variable $r^2$ about $r_c^2$. Replace $V$ by $V_{\rm loc}$, its second-order polynomial of the same kind. Outside the sphere nothing is changed.

An $N$-wave ultrasoft calculation uses the first $N$ partial waves to generate the projectors, to solve for the pseudo orbital, and to reconstruct the all-electron orbital by the projector augmented-wave (PAW) transformation.

(a) Construct the ultrasoft Hamiltonian and overlap operator, and show that the nonlocal strengths are the one-centre matrix elements of PAW.

(b) Reconstruct the 2s orbital with $N=2$ and find its density at the nucleus.

(c) Do the same with $N=1$. Compare the squared reconstructed orbital with the density given by the augmentation formula.

(d) Take the 2s pseudo orbital of the two-wave calculation, but keep only the 1s term in the reconstruction. What density results?

(e) How should the one-wave error depend on a small $r_c$?

## Solution

### (a) The ultrasoft operators

**Pseudo functions.** Put $t=1-r^2/r_c^2$. For a function of $s=r^2$, $d/ds=(2r)^{-1}d/dr$. Applied repeatedly to $e^{-kr}$ this gives

$$-\frac{k}{2r}e^{-kr},\quad \left(\frac{k^2}{4r^2}+\frac{k}{4r^3}\right)e^{-kr},\quad -\left(\frac{k^3}{8r^3}+\frac{3k^2}{8r^4}+\frac{3k}{8r^5}\right)e^{-kr}.$$

Since $s-r_c^2=-r_c^2t$, the Taylor polynomial with $a=kr_c$ is

$$e^{-a}\left[1+\frac a2t+\frac{a^2+a}{8}t^2+\frac{a^3+3a^2+3a}{48}t^3\right].\tag{1}$$

For the 1s wave, $k=1$ and $a=1.5$. At the nucleus $t=1$, so

$$\tilde R_1(0)=2e^{-1.5}(1+0.75+0.46875+0.30469)=1.12611.$$

For the 2s wave, note that $(1-kr)e^{-kr}=(1+k\,\partial_k)e^{-kr}$. At fixed $r_c$, $k\,\partial_k=a\,\partial_a$. Applying $1+a\,\partial_a$ to (1) gives

$$e^{-a}\left[1-a+\left(a-\frac{a^2}{2}\right)t+\frac{2a+2a^2-a^3}{8}t^2+\frac{6a+6a^2+a^3-a^4}{48}t^3\right].$$

With $k=1/2$, $a=0.75$ and the prefactor $1/\sqrt2$, this yields $\tilde R_2(0)=0.38759$. The true values are $R_1(0)=2$ and $R_2(0)=0.70711$.

The expansion $-1/r=-r_c^{-1}(1-t)^{-1/2}$ gives

$$V_{\rm loc}=-\frac1{r_c}\left(1+\frac t2+\frac{3t^2}{8}\right),\qquad V_{\rm loc}(0)=-1.25\text{ hartree}.$$

**Projectors.** Let $\langle f|g\rangle$ denote the full inner product, and let a subscript $c$ restrict it to the sphere. For s functions the latter is $\int_0^{r_c}u_fu_g\,dr$. Define

$$|\chi_j\rangle=(\varepsilon_j-T-V_{\rm loc})|\tilde\phi_j\rangle,\qquad B_{ij}=\langle\tilde\phi_i|\chi_j\rangle .$$

Outside the sphere $\tilde\phi_j=\phi_j$ and $V_{\rm loc}=V$, so $\chi_j=0$ there by the Schrödinger equation. At $r_c$ the wave matches through its third derivative and the potential through its second, so $\chi_j$ goes continuously to zero. If $B$ is invertible, set

$$|\beta_i\rangle=\sum_k(B^{-1})_{ki}|\chi_k\rangle .$$

Then

$$\langle\beta_i|\tilde\phi_j\rangle=\sum_k(B^{-1})_{ki}B_{jk}=\delta_{ij}.\tag{2}$$

**Overlap and Hamiltonian.** The pseudo waves contain the wrong charge in the sphere. The deficit is

$$q_{ij}=\langle\phi_i|\phi_j\rangle_c-\langle\tilde\phi_i|\tilde\phi_j\rangle_c .$$

With $D_{ij}=B_{ij}+\varepsilon_jq_{ij}$, define

$$S=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j|,\qquad H=T+V_{\rm loc}+\sum_{ij}|\beta_i\rangle D_{ij}\langle\beta_j|.$$

By (2), the operators acting on a pseudo partial wave give

$$(H-\varepsilon_jS)|\tilde\phi_j\rangle=-|\chi_j\rangle+\sum_i|\beta_i\rangle(D_{ij}-\varepsilon_jq_{ij})=-|\chi_j\rangle+\sum_i|\beta_i\rangle B_{ij}.$$

The last sum is $\sum_{ik}|\chi_k\rangle(B^{-1})_{ki}B_{ij}=|\chi_j\rangle$. Hence

$$H|\tilde\phi_j\rangle=\varepsilon_jS|\tilde\phi_j\rangle\tag{3}$$

for every partial wave included in the set.

**Relation to PAW.** Insert the definition of $\chi_j$ into $B_{ij}$. The terms $\pm\varepsilon_j\langle\tilde\phi_i|\tilde\phi_j\rangle_c$ cancel in $D_{ij}$, leaving

$$D_{ij}=\varepsilon_j\langle\phi_i|\phi_j\rangle_c-\langle\tilde\phi_i|T+V_{\rm loc}|\tilde\phi_j\rangle_c
=\langle\phi_i|T+V|\phi_j\rangle_c-\langle\tilde\phi_i|T+V_{\rm loc}|\tilde\phi_j\rangle_c .$$

This is the PAW one-centre energy matrix: all-electron minus pseudo. To see that it is symmetric, integrate the kinetic terms by parts:

$$-\frac12\int_0^{r_c}u_iu_j''dr=\frac12\int_0^{r_c}u_i'u_j'dr-\frac12u_i(r_c)u_j'(r_c).$$

The lower limit vanishes because $u_i(0)=0$. The surface term is the same for the true and pseudo waves and cancels in the difference. What remains is symmetric in $i,j$.

Gauss–Legendre quadrature over the sphere gives, with $q$ dimensionless and the other two in hartree,

$$q=\begin{pmatrix}0.073043&0.025876\\0.025876&0.009122\end{pmatrix},\quad
B=\begin{pmatrix}-0.173407&-0.062778\\-0.053074&-0.019164\end{pmatrix},$$

$$D=\begin{pmatrix}-0.209929&-0.066012\\-0.066012&-0.020305\end{pmatrix}.$$

For instance, $D_{12}=-0.062778-0.125\times0.025876=-0.06601$ and $D_{21}=-0.053074-0.5\times0.025876=-0.06601$. Although $B$ is not symmetric, $D$ is. The columns of $B$ are nearly proportional, so its inverse should be computed from unrounded entries.

**Reconstruction.** The PAW transformation is

$$|\psi\rangle=|\tilde\psi\rangle+\sum_i c_i\left(|\phi_i\rangle-|\tilde\phi_i\rangle\right),\qquad c_i=\langle\beta_i|\tilde\psi\rangle.\tag{4}$$

It replaces the part of $\tilde\psi$ that is recognized as a combination of pseudo partial waves. Anything else passes through unchanged.

### (b) Two partial waves

By (3), $\tilde\phi_2$ is a solution with energy $-1/8$. It is correctly normalized: $\langle\tilde\phi_2|S|\tilde\phi_2\rangle=\langle\tilde\phi_2|\tilde\phi_2\rangle+q_{22}=\langle\phi_2|\phi_2\rangle=1$, because the two waves differ only in the sphere. By (2), its projections are $c=(0,1)$, and (4) gives

$$\psi=\tilde\phi_2+(\phi_2-\tilde\phi_2)=\phi_2 .$$

The density at the nucleus is therefore exact:

$$n(0)=\frac{R_2(0)^2}{4\pi}=\frac1{8\pi}=0.039789\text{ bohr}^{-3}=0.2685\text{ Å}^{-3}.$$

The pseudo orbital alone would give $0.38759^2/4\pi=0.011955$ bohr$^{-3}$, which is 70.0% too low. All percentages for densities here are relative to $1/(8\pi)$.

One point is not settled by (3): a nonlocal Hamiltonian may have spurious states below the wanted ones. To examine this, expand $u$ in continuous piecewise polynomials of degree 18 on the intervals with end points 0, 1.5, 6, 20 and 60 bohr, with $u=0$ at both outer ends. If $b_m$ are these functions, the matrices are

$$H_{mn}=\int\left(\frac12b_m'b_n'+V_{\rm loc}b_mb_n\right)dr+\sum_{ij}\langle b_m|\beta_i\rangle D_{ij}\langle\beta_j|b_n\rangle,$$

$$S_{mn}=\int b_mb_n\,dr+\sum_{ij}\langle b_m|\beta_i\rangle q_{ij}\langle\beta_j|b_n\rangle.$$

Diagonalizing this generalized problem gives $-0.5$ and $-0.125$ hartree as the two lowest energies, so no spurious state lies below the 2s level here.

The exactness belongs to states whose partial waves are in the set. It does not extend to a 3s state, whose wave inside the sphere is not exactly a combination of $\phi_1$ and $\phi_2$. The miss is small here: with two waves the reconstructed 3s density at the nucleus is about 0.05% too low, against about 15% with the 1s wave alone.

### (c) One partial wave

Now $\beta_1=\chi_1/B_{11}$, and the nonlocal terms contain only $D_{11}$ and $q_{11}$. The 1s state remains exact by (3). The 2s state must be found numerically, as the second eigenvector in the same polynomial basis, normalized by $\langle\tilde\psi|S|\tilde\psi\rangle=1$. The result is

$$E=-0.124643\text{ hartree},\qquad c=0.308056,\qquad \tilde R(0)=0.390884\text{ bohr}^{-3/2}.$$

The energy lies 9.7 meV above the exact one, an error of 0.3% of the binding energy. The nuclear density is much less accurate. Equation (4) at $r=0$ gives

$$R(0)=0.390884+0.308056\,(2-1.126110)=0.660091\text{ bohr}^{-3/2},$$

$$n_{\rm orb}=\frac{0.660091^2}{4\pi}=0.034674\text{ bohr}^{-3}=0.2340\text{ Å}^{-3}.$$

This is 12.9% too low.

**The augmentation density.** The ultrasoft augmentation formula defines the density as

$$n_{\rm aug}=\tilde\psi^2+\sum_{ij}c_ic_j\left(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j\right).$$

Its integral is $\langle\tilde\psi|S|\tilde\psi\rangle=1$. At the nucleus,

$$n_{\rm aug}=\frac{0.390884^2+0.308056^2(2^2-1.126110^2)}{4\pi}=0.032789\text{ bohr}^{-3}=0.2213\text{ Å}^{-3},$$

which is 17.6% too low. The two densities disagree because the partial-wave set is incomplete. To see this, write inside the sphere

$$\tilde\psi=\tilde A+\delta,\qquad \tilde A=\sum_ic_i\tilde\phi_i,\qquad A=\sum_ic_i\phi_i .$$

The remainder $\delta$ has no projection on any $\beta_i$, so reconstruction leaves it alone and $\psi=A+\delta$. Consequently

$$n_{\rm orb}=A^2+2A\delta+\delta^2,$$

$$n_{\rm aug}=(\tilde A+\delta)^2+A^2-\tilde A^2=A^2+2\tilde A\delta+\delta^2,$$

$$n_{\rm orb}-n_{\rm aug}=2\delta(A-\tilde A).\tag{5}$$

The augmentation formula pairs the remainder with the pseudo wave, whereas the squared orbital pairs it with the true wave. In radial form the remainder at the nucleus is

$$\delta_R(0)=0.390884-0.308056\times1.126110=0.043979\text{ bohr}^{-3/2}.$$

Equation (5) then gives $2\times0.043979\times0.308056\times0.873890/4\pi=0.001884$ bohr$^{-3}$, the difference between the two densities. With two waves $\delta=0$ for the 2s state, and the two densities coincide.

**Norm.** Integrating (5) over the sphere shows that

$$\langle\psi|\psi\rangle-1=2\langle\delta|A-\tilde A\rangle_c .$$

The reconstructed orbital need not be normalized. Quadrature gives $\langle\psi|\psi\rangle=1.00042$. Dividing $n_{\rm orb}$ by this number leaves the error at 12.9%, so a nearly correct norm is no evidence of a correct nuclear density. The volume element $4\pi r^2dr$ gives the region near the nucleus little weight in the norm.

**Cusp.** The pseudo equation contains only finite functions at the origin. Thus $\nabla^2\tilde R$ is finite, and integrating $(r^2\tilde R')'=r^2\nabla^2\tilde R$ from zero gives $\tilde R'(r)=O(r)$. Hence $\tilde R'(0)=0$, and likewise for $\tilde R_1$. The slope comes from the true partial wave, for which $R_1'(0)=-R_1(0)$:

$$\frac{R'(0)}{R(0)}=-\frac{cR_1(0)}{R(0)}=-1+\frac{\delta_R(0)}{R(0)}=-0.933\text{ bohr}^{-1}.$$

The middle step uses $R(0)=cR_1(0)+\delta_R(0)$. The exact ratio for a proton is $-1$. Its violation reveals a smooth remainder at the nucleus.

**The orbital at other radii.** The values below are $\psi$ in bohr$^{-3/2}$. The two-wave reconstruction equals the exact column.

| $r$ (bohr) | exact | one-wave pseudo | one-wave reconstructed |
|---:|---:|---:|---:|
| 0.25 | 0.15403 | 0.10627 | 0.14653 |
| 0.50 | 0.11651 | 0.09497 | 0.11309 |
| 1.00 | 0.06049 | 0.05913 | 0.06050 |
| 1.50 | 0.02356 | 0.02393 | 0.02393 |
| 3.00 | −0.02225 | −0.02202 | −0.02202 |

The close agreement at 1 bohr occurs near a change of sign of the error. At 3 bohr the orbital is still about 1% too small in magnitude. This part of the error belongs to the pseudo solution itself, since (4) changes nothing outside the sphere.

### (d) Dropping a wave after a two-wave calculation

The instruction "keep only the 1s term" has two possible meanings.

If the projectors of the two-wave set are retained, $c_1=\langle\beta_1|\tilde\phi_2\rangle=0$. The remaining term corrects nothing, and the density is that of the pseudo orbital, 70.0% too low. In this set the projector $\beta_1$ is built to ignore $\tilde\phi_2$.

If the projector is rebuilt for the 1s wave alone, $\beta_1=\chi_1/B_{11}$ and

$$c=\frac{\langle\chi_1|\tilde\phi_2\rangle}{B_{11}}=\frac{B_{21}}{B_{11}}=\frac{-0.053074}{-0.173407}=0.30607.$$

Then $R(0)=0.387590+0.306066\times0.873890=0.655058$ bohr$^{-3/2}$, so $n_{\rm orb}=0.034147$ bohr$^{-3}$, which is 14.2% too low. Here the pseudo orbital is exact, and the whole error comes from the reconstruction. In part (c) the error was 12.9%: solving the one-wave problem changed the pseudo orbital in a way that offset a small part of the reconstruction error.

### (e) Dependence on the sphere radius

One wave does as well as it does because the two orbitals have similar shapes near the nucleus:

$$\frac{R_1}{R_1(0)}=1-r+\frac{r^2}{2}-\frac{r^3}{6}+\cdots,\qquad
\frac{R_2}{R_2(0)}=1-r+\frac{3r^2}{8}-\frac{r^3}{12}+\cdots .$$

Put $\kappa=R_2(0)/R_1(0)$ and $R_2=\kappa R_1+w$. Then

$$w=R_2(0)\left(-\frac{r^2}{8}+\frac{r^3}{12}+\cdots\right).$$

Taylor replacement is linear, so $\tilde R_2=\kappa\tilde R_1+\tilde w$. Apply the rebuilt one-wave reconstruction of part (d) to $\tilde R_2$. Its coefficient is $c=\kappa+c_w$, with $c_w=\langle\beta_1|\tilde w\rangle$, and at the nucleus

$$R(0)-R_2(0)=\tilde w(0)+c_w\left[R_1(0)-\tilde R_1(0)\right].\tag{6}$$

Each term can be estimated for small $r_c$.

- The $r^2$ part of $w$ is already a polynomial in $r^2$. It is reproduced unchanged and vanishes at the origin. The first contribution to $\tilde w(0)$ comes from $r^3$ and is of order $r_c^3$.
- The difference $R_1(0)-\tilde R_1(0)$ comes first from the term $-2r$ in $R_1$. The Taylor polynomial of $r=r_c(1-t)^{1/2}$ equals $r_c(1-\frac12-\frac18-\frac1{16})=\frac5{16}r_c$ at the origin, so the difference is $\frac58r_c$ to leading order.
- Since $\tilde w=O(r_c^2)$ in the sphere, $c_w=\langle\chi_1|\tilde w\rangle/B_{11}$ is also $O(r_c^2)$, provided that the leading term of $B_{11}$ does not vanish.

To check the proviso, use $\tilde R_1\simeq2$ and let $\chi_1$ denote its radial factor. To leading order,

$$B_{11}\simeq2\int_0^{r_c}r^2\chi_1dr,\qquad \chi_1\simeq\frac12\nabla^2\tilde R_1-2V_{\rm loc}.$$

The kinetic part integrates to $\frac12r_c^2\tilde R_1'(r_c)\simeq-r_c^2$. For the potential part, with $x=r/r_c$ and $t=1-x^2$,

$$2r_c^2\int_0^1x^2\left(1+\frac t2+\frac{3t^2}{8}\right)dx=2r_c^2\left(\frac13+\frac1{15}+\frac1{35}\right)=\frac67r_c^2 .$$

The sum is $-r_c^2/7$, so $B_{11}\simeq-2r_c^2/7$, which is not zero.

Both terms of (6) are therefore at most of order $r_c^3$. It remains to check that their leading coefficients neither vanish nor cancel.

For the first term, the Taylor polynomial of $r^3=r_c^3(1-t)^{3/2}$ equals $r_c^3(1-\frac32+\frac38+\frac1{16})=-\frac1{16}r_c^3$ at the origin, so $\tilde w(0)\simeq-R_2(0)r_c^3/192$.

For the second term, $\tilde w\simeq-R_2(0)r^2/8$, so $\int_0^{r_c}r^4\chi_1dr$ is needed. Write $\tilde R_1\simeq2-2r_cg$ with $g=1-\frac t2-\frac{t^2}8-\frac{t^3}{16}$, for which $\int_0^1x^2g\,dx=\frac13-\frac1{15}-\frac1{105}-\frac1{315}=\frac{16}{63}$. Two integrations by parts give the kinetic part, in which the constant 2 drops out:

$$\frac12\int_0^{r_c}r^2(r^2\tilde R_1')'dr\simeq\frac{r_c^4}2\left(-2+4-12\cdot\frac{16}{63}\right)=-\frac{11}{21}r_c^4 .$$

The potential part is $2r_c^4\int_0^1x^4(1+\frac t2+\frac{3t^2}8)dx=2r_c^4(\frac15+\frac1{35}+\frac1{105})=\frac{10}{21}r_c^4$. The sum is $-r_c^4/21$. Hence $\langle\chi_1|\tilde w\rangle\simeq R_2(0)r_c^4/168$ and $c_w\simeq-R_2(0)r_c^2/48$. The two terms have the same sign:

$$R(0)-R_2(0)\simeq-R_2(0)r_c^3\left(\frac1{192}+\frac5{384}\right)=-\frac7{384}R_2(0)r_c^3 .$$

Halving a small radius should reduce the amplitude error, and to leading order the density error, about eightfold.

This estimate concerns reconstruction from the exact pseudo orbital. Repeating the full one-wave calculation of part (c) with $r_c=0.75$ bohr gives $n_{\rm orb}$ 1.6% too low and $n_{\rm aug}$ 2.4% too low. The error of $n_{\rm orb}$ has fallen by a factor of about 8, and it keeps doing so: it is 0.18% at $r_c=0.375$ bohr and 0.022% at $0.1875$ bohr. The power $r_c^3$ thus carries over to the full calculation, but the coefficient does not. Solving the one-wave problem changes the pseudo orbital at the same order, and the relative amplitude error divided by $r_c^3$ tends to about $-0.016$ rather than $-7/384=-0.0182$.

A smaller sphere thus improves the one-wave result, but at the price of a deeper and less smooth local potential, since $V_{\rm loc}(0)=-15/(8r_c)$. Adding the 2s partial wave removes the error of the 2s state without shrinking the sphere.
